# Triplet weight of a broken-symmetry determinant during germanium–carbon rupture: a numerical check

```python
"""
Result under test: a determinant with one spin-up electron in orbital a and
one spin-down electron in orbital b, overlap S = <a|b>, has
    <S^2> = 1 - |S|^2   and   triplet weight w = (1 - |S|^2)/2   (hbar = 1).
For many electrons, s_i are the singular values of the up/down overlap matrix
and w_i = (1 - s_i^2)/2; the weight of each total spin follows by projection.
Explicit spin operators test the formulas. Methylgermane, with its Ge-C bond
stretched, then shows how well one active pair describes a real molecule.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS",
                 "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants
from scipy.special import eval_legendre
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
rng = np.random.default_rng(7)
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def spin_weights(overlap):
    """Weights of total spin 0..n from the spin-rotated determinant."""
    n = len(overlap)
    nodes, quad = np.polynomial.legendre.leggauss(n + 2)
    rotated = []
    for x in nodes:
        c, s = np.sqrt((1 + x) / 2), np.sqrt((1 - x) / 2)
        block = np.block([[c * np.eye(n), -s * overlap],
                          [s * overlap.conj().T, c * np.eye(n)]])
        rotated.append(np.linalg.det(block).real)
    rotated = np.array(rotated)
    return np.array([(2 * j + 1) / 2
                     * np.sum(quad * eval_legendre(j, nodes) * rotated)
                     for j in range(n + 1)])


# ---- Explicit operators for four spatial orbitals (eight spin orbitals) ----
N_ORB = 4
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for k in range(2 * N_ORB):
    op = np.eye(1)
    for j in range(2 * N_ORB):
        factor = parity if j < k else (lower if j == k else np.eye(2))
        op = np.kron(op, factor)
    annihilate.append(op)
up, down = annihilate[:N_ORB], annihilate[N_ORB:]
spin_raise = sum(up[p].T @ down[p] for p in range(N_ORB))
spin_z = 0.5 * sum(up[p].T @ up[p] - down[p].T @ down[p]
                   for p in range(N_ORB))
spin_squared = spin_raise.T @ spin_raise + spin_z @ spin_z + spin_z
spin_values, spin_vectors = np.linalg.eigh(spin_squared)
vacuum = np.zeros(2 ** (2 * N_ORB), complex)
vacuum[0] = 1.0


def determinant(up_orbitals, down_orbitals):
    """Apply creation operators for the columns of the two orbital arrays."""
    state = vacuum.copy()
    for orbitals, ops in ((down_orbitals, down), (up_orbitals, up)):
        for orbital in orbitals.T:
            state = sum(orbital[p] * (ops[p].T @ state)
                        for p in range(N_ORB))
    return state


def spin_part(state, j):
    vectors = spin_vectors[:, np.abs(spin_values - j * (j + 1)) < 1e-8]
    return vectors @ (vectors.T @ state)


def weight(state, j):
    return np.linalg.norm(spin_part(state, j)) ** 2


def energy(state, hamiltonian):
    return (np.vdot(state, hamiltonian @ state) / np.vdot(state, state)).real


def random_complex():
    return (rng.normal(size=(N_ORB, N_ORB))
            + 1j * rng.normal(size=(N_ORB, N_ORB)))


def random_unitary():
    return np.linalg.qr(random_complex())[0]


hop = [[up[p].T @ up[q] + down[p].T @ down[q] for q in range(N_ORB)]
       for p in range(N_ORB)]


def one_body(matrix):
    return sum(matrix[p, q] * hop[p][q]
               for p in range(N_ORB) for q in range(N_ORB))


m1, m2 = random_complex(), random_complex()
interaction = one_body(m2 + m2.conj().T)
hamiltonian = one_body(m1 + m1.conj().T) + 0.5 * interaction @ interaction

# Two electrons, including both limits and complex overlaps.
print("Two electrons, explicit spin operators (dimensionless):")
for size in (1.0, 0.8, 0.5, 0.2, 0.0):
    frame = random_unitary()
    a = frame[:, :1]
    b = (size * np.exp(0.7j) * frame[:, :1]
         + np.sqrt(1 - size ** 2) * frame[:, 1:2])
    overlap = abs(np.vdot(a, b))
    state = determinant(a, b)
    s2 = np.vdot(state, spin_squared @ state).real
    triplet = weight(state, 1)
    assert abs(np.linalg.norm(state) - 1) < 1e-10
    assert abs(s2 - (1 - overlap ** 2)) < 1e-10
    assert abs(triplet - (1 - overlap ** 2) / 2) < 1e-10
    assert abs(weight(state, 0) - (1 + overlap ** 2) / 2) < 1e-10
    density = np.array([[np.vdot(state, hop[p][q] @ state)
                         for q in range(N_ORB)] for p in range(N_ORB)])
    occupations = np.linalg.eigvalsh(density)
    assert np.allclose(occupations[-2:], [1 - overlap, 1 + overlap],
                       atol=1e-9)
    if size < 1:
        high_spin = determinant(np.hstack([a, b]), np.zeros((N_ORB, 0)))
        e_triplet = energy(high_spin, hamiltonian)
        e_singlet = energy(spin_part(state, 0), hamiltonian)
        e_broken = energy(state, hamiltonian)
        w = (1 - overlap ** 2) / 2
        assert abs(e_broken - (1 - w) * e_singlet - w * e_triplet) < 1e-8
        gap_rule = (e_triplet - e_broken) / (1 - w)
        assert abs(gap_rule - (e_triplet - e_singlet)) < 1e-8
    print(f"  |S| = {overlap:.2f}  <S^2> = {s2:.4f}  triplet = {triplet:.4f}")

# Four electrons: projection and the two-open-pair formulas.
for trial in range(4):
    up_set, down_set = random_unitary()[:, :2], random_unitary()[:, :2]
    state = determinant(up_set, down_set)
    overlap = up_set.conj().T @ down_set
    explicit = np.array([weight(state, j) for j in range(3)])
    assert np.allclose(explicit, spin_weights(overlap), atol=1e-9)
    w1, w2 = (1 - np.linalg.svd(overlap, compute_uv=False) ** 2) / 2
    assert abs(explicit[1] - w1 * (1 - w2) - w2 * (1 - w1)) < 1e-9
    assert abs(explicit[2] - 2 * w1 * w2 / 3) < 1e-9
    s2 = np.vdot(state, spin_squared @ state).real
    assert abs(s2 - 2 * (w1 + w2)) < 1e-9

identity = np.eye(N_ORB)
state = determinant(identity[:, :2], identity[:, 2:])
s2 = np.vdot(state, spin_squared @ state).real
print("Two fully broken bonds, four electrons (dimensionless):")
print(f"  <S^2>/2 = {s2 / 2:.4f}")
print("  singlet, triplet, quintet weights = "
      + ", ".join(f"{weight(state, j):.4f}" for j in range(3)))
assert weight(state, 1) < s2 / 2 - 0.1

# ---- Methylgermane with rigid fragments ----
GE_H_NM, C_H_NM = 0.153, 0.109
TETRAHEDRAL = np.degrees(np.arccos(-1 / 3))
GROWTH_K = 800.0
BASIS = {"Ge": "lanl2dz", "C": "6-31g*", "H": "6-31g"}


def methylgermane(distance_nm, methyl_angle=TETRAHEDRAL):
    """Ge at the origin, C on z; methyl_angle is the Ge-C-H angle in degrees."""
    atoms = []
    for symbol, z0, sign, length, angle, turn in (
            ("Ge", 0.0, 1, GE_H_NM, TETRAHEDRAL, 0.0),
            ("C", distance_nm, -1, C_H_NM, methyl_angle, 60.0)):
        atoms.append((symbol, (0.0, 0.0, 10 * z0)))
        theta = np.radians(angle)
        for k in range(3):
            phi = np.radians(turn + 120 * k)
            place = (length * np.sin(theta) * np.cos(phi),
                     length * np.sin(theta) * np.sin(phi),
                     z0 + sign * length * np.cos(theta))
            atoms.append(("H", tuple(10 * x for x in place)))
    return gto.M(atom=atoms, basis=BASIS, ecp={"Ge": "lanl2dz"},
                 unit="Angstrom", verbose=0)


def converge(field, density=None):
    field.conv_tol = 1e-9
    field.max_cycle = 50
    field.kernel(dm0=density)
    if not field.converged:
        second = field.newton()
        second.kernel(field.mo_coeff, field.mo_occ)
        field = second
    assert field.converged
    return field


def pair_overlaps(field):
    """Up/down overlap matrix and its singular values, largest first."""
    metric = field.mol.intor("int1e_ovlp")
    c_up = field.mo_coeff[0][:, field.mo_occ[0] > 0.5]
    c_down = field.mo_coeff[1][:, field.mo_occ[1] > 0.5]
    overlap = c_up.T @ metric @ c_down
    return overlap, np.linalg.svd(overlap, compute_uv=False)


distances = [0.50, 0.40, 0.35, 0.30, 0.27, 0.24, 0.195]
rows, gaps = [], []
broken_density = triplet_density = None
for distance in distances:
    mol = methylgermane(distance)
    n_up, n_down = mol.nelec
    shared_integrals = None
    if distance >= 0.30:
        high = scf.UHF(mol)
        high.nelec = (n_up + 1, n_down - 1)
        high = converge(high, triplet_density)
        triplet_density = np.array(high.make_rdm1())
        shared_integrals = high._eri
        assert abs(high.spin_square()[0] - 2) < 0.1
    if broken_density is None:
        # Reverse the methyl spin and drop the blocks between fragments.
        edge = mol.aoslice_by_atom()[4, 2]
        broken_density = np.zeros_like(triplet_density)
        broken_density[:, :edge, :edge] = triplet_density[:, :edge, :edge]
        broken_density[:, edge:, edge:] = triplet_density[::-1, edge:, edge:]
    field = scf.UHF(mol)
    if shared_integrals is not None:
        field._eri = shared_integrals
    field = converge(field, broken_density)
    broken_density = np.array(field.make_rdm1())
    overlap, singular = pair_overlaps(field)
    s_active = min(singular[-1], 1.0)
    w_pair = (1 - s_active ** 2) / 2
    weights = spin_weights(overlap)
    s2_full = field.spin_square()[0]
    spins = np.arange(len(weights))
    assert abs(weights.sum() - 1) < 1e-7
    assert abs(np.sum(spins * (spins + 1) * weights) - s2_full) < 1e-6

    # Natural occupations give the pair overlaps by a separate route.
    values, vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
    root = (vectors * np.sqrt(values)) @ vectors.T
    natural = np.linalg.eigvalsh(root @ broken_density.sum(axis=0) @ root)
    expected = np.concatenate([1 + singular, 1 - singular,
                               np.zeros(len(root) - 2 * len(singular))])
    assert np.allclose(natural, np.sort(expected), atol=1e-6)
    rows.append((distance, s_active, w_pair, s2_full, weights[1],
                 weights[2], field.e_tot * HARTREE_EV))
    if distance >= 0.30:
        gap = (high.e_tot - field.e_tot) * HARTREE_EV / (1 - w_pair)
        gaps.append((distance, gap, w_pair * gap))
    if distance == 0.35:
        reference_s, reference_w = s_active, w_pair
        kohn_sham = dft.UKS(mol)
        kohn_sham.xc = "PBE0"
        kohn_sham.grids.level = 1
        kohn_sham._eri = field._eri
        kohn_sham = converge(kohn_sham, broken_density)
        pbe0_s = min(pair_overlaps(kohn_sham)[1][-1], 1.0)
        planar = converge(scf.UHF(methylgermane(distance, 90.0)),
                          broken_density)
        planar_s = min(pair_overlaps(planar)[1][-1], 1.0)
        planar_shift = (planar.e_tot - field.e_tot) * HARTREE_EV

rows.reverse()
gaps.reverse()
table = np.array(rows)
print("Methylgermane, UHF, LANL2DZ (Ge), 6-31G* (C), 6-31G (H):")
print(f"  Ge-H = {GE_H_NM:.3f} nm, C-H = {C_H_NM:.3f} nm,"
      f" fragment angle = {TETRAHEDRAL:.2f} deg")
print("  R/nm, active S, pair triplet, full <S^2>, full triplet,"
      " quintet, E-E(0.195 nm)/eV")
for r, s, w, s2, wt, wq, e in rows:
    print(f"  {r:.3f}  {s:.4f}  {w:.4f}  {s2:.4f}  {wt:.4f}"
          f"  {wq:.5f}  {e - rows[0][-1]:.3f}")
print("  R/nm, estimated triplet-singlet gap/eV, contamination energy/eV")
for r, gap, cost in gaps:
    print(f"  {r:.3f}  {gap:.4f}  {cost:.4f}")

assert np.all(np.diff(table[:, 1]) < 1e-4)     # overlap falls on stretching
assert table[0, 2] < 1e-4                      # closed pair near equilibrium
assert table[-1, 2] > 0.45                     # nearly complete rupture
assert np.max(np.abs(table[:, 4] - table[:, 2])) < 0.03
gap_table = np.array(gaps)
assert np.all(gap_table[:, 1] > 0) and np.all(np.diff(gap_table[:, 1]) < 0)

thermal = constants.k * GROWTH_K / constants.e
print(f"Thermal energy at {GROWTH_K:.0f} K = {thermal:.4f} eV")
print("Sensitivity at R = 0.350 nm (S and weight dimensionless):")
print(f"  UHF, tetrahedral methyl: S = {reference_s:.4f},"
      f" triplet = {reference_w:.4f}")
print(f"  UHF, planar methyl: S = {planar_s:.4f},"
      f" triplet = {(1 - planar_s ** 2) / 2:.4f}")
print(f"  Energy change on flattening methyl = {planar_shift:.3f} eV")
print(f"  PBE0 reference determinant: S = {pbe0_s:.4f},"
      f" triplet = {(1 - pbe0_s ** 2) / 2:.4f}")
extra = table[:, 3] / 2 - table[:, 2]
print(f"Largest excess of full <S^2>/2 over pair weight = {extra.max():.4f}")
shift = np.max(np.abs(table[:, 4] - table[:, 2]))
print(f"Largest full-minus-pair triplet weight, magnitude = {shift:.4f}")
print("checks complete")
```

Running it gives:

```
Two electrons, explicit spin operators (dimensionless):
  |S| = 1.00  <S^2> = 0.0000  triplet = 0.0000
  |S| = 0.80  <S^2> = 0.3600  triplet = 0.1800
  |S| = 0.50  <S^2> = 0.7500  triplet = 0.3750
  |S| = 0.20  <S^2> = 0.9600  triplet = 0.4800
  |S| = 0.00  <S^2> = 1.0000  triplet = 0.5000
Two fully broken bonds, four electrons (dimensionless):
  <S^2>/2 = 1.0000
  singlet, triplet, quintet weights = 0.3333, 0.5000, 0.1667
Methylgermane, UHF, LANL2DZ (Ge), 6-31G* (C), 6-31G (H):
  Ge-H = 0.153 nm, C-H = 0.109 nm, fragment angle = 109.47 deg
  R/nm, active S, pair triplet, full <S^2>, full triplet, quintet, E-E(0.195 nm)/eV
  0.195  1.0000  0.0000  0.0000  0.0000  0.00000  0.000
  0.240  1.0000  0.0000  0.0000  0.0000  0.00000  0.911
  0.270  0.8275  0.1576  0.3192  0.1590  0.00021  1.868
  0.300  0.5613  0.3425  0.6931  0.3438  0.00092  2.344
  0.350  0.2953  0.4564  0.9231  0.4568  0.00156  2.619
  0.400  0.1542  0.4881  0.9870  0.4882  0.00176  2.690
  0.500  0.0395  0.4992  1.0095  0.4992  0.00184  2.718
  R/nm, estimated triplet-singlet gap/eV, contamination energy/eV
  0.300  1.5561  0.5330
  0.350  0.5424  0.2475
  0.400  0.1588  0.0775
  0.500  0.0106  0.0053
Thermal energy at 800 K = 0.0689 eV
Sensitivity at R = 0.350 nm (S and weight dimensionless):
  UHF, tetrahedral methyl: S = 0.2953, triplet = 0.4564
  UHF, planar methyl: S = 0.2778, triplet = 0.4614
  Energy change on flattening methyl = -0.221 eV
  PBE0 reference determinant: S = 0.5254, triplet = 0.3620
Largest excess of full <S^2>/2 over pair weight = 0.0055
Largest full-minus-pair triplet weight, magnitude = 0.0013
checks complete
```
